# Mean depth and scale parameter of a Makhov positron profile

## Problem

A beam of slow positrons is used to probe the damage left in silicon by ion implantation. The beam energy sets the depth that is probed, so the stopping profile must be known. Let $S(z)$ be the probability that a positron which stops in the solid does so deeper than $z$, with $z\ge 0$ measured inward from the surface. The Makhov form with exponent 2 is

$$S(z)=e^{-(z/z_0)^2},$$

where $z_0$ is the scale parameter. The mean stopping depth $\bar z$ is taken from the empirical energy law

$$\bar z=\frac{A}{\rho}\left(\frac{E}{1\ \text{keV}}\right)^{n},\qquad A=4.0\ \mu\text{g/cm}^2,\quad n=1.6 .$$

Here $E$ is the beam energy and $\rho$ the mass density, $2.33\ \text{g/cm}^3$ for silicon. The target is homogeneous and thick, and the beam is monoenergetic and at normal incidence. Backscattered positrons are not counted.

(a) Find the stopping density $P(z)$ and the relation between $\bar z$ and $z_0$.

(b) Evaluate $\bar z$ and $z_0$ for $E=5$ keV.

(c) Find the most probable depth, the median depth and the standard deviation. What fraction of the positrons stops deeper than 500 nm?

(d) How far do the results of (b) move when the empirical constants are changed moderately?

## Hints

1. $S$ is a cumulative probability, counted from the deep side. The fraction stopping between $z$ and $z+dz$ is $S(z)-S(z+dz)$.
2. In the integral for the mean, write $P=-dS/dz$ and integrate by parts. One Gaussian integral remains.
3. The square of a Gaussian integral over a half-line is an integral over a quarter-plane, which is easy in polar coordinates.
4. $A$ is a mass per area. Dividing it by a mass per volume gives a length in centimetres, to be converted to nanometres. The power in the law acts only on the dimensionless ratio $E/(1\ \text{keV})$.
5. For (d), ask of each constant whether it acts on $\bar z$, on the ratio $\bar z/z_0$, or on both.

## Solution

### (a) The density and its mean

By the first hint, $P(z)\,dz=S(z)-S(z+dz)$, so

$$P(z)=-\frac{dS}{dz}=\frac{2z}{z_0^2}\,e^{-(z/z_0)^2}.$$

The minus sign makes $P$ positive, because $S$ falls with depth. The density is normalized, since $\int_0^\infty P\,dz=S(0)-S(\infty)=1-0=1$.

For the mean, integrate by parts up to a finite depth $Z$:

$$\int_0^Z zP\,dz=-\int_0^Z z\frac{dS}{dz}\,dz=-Z\,S(Z)+\int_0^Z S\,dz .$$

The boundary term vanishes as $Z\to\infty$. Indeed $e^{x}>x$ for $x>0$, so with $x=(Z/z_0)^2$ we have $Z\,S(Z)<Z\,z_0^2/Z^2=z_0^2/Z\to0$. Therefore

$$\bar z=\int_0^\infty S(z)\,dz=z_0\int_0^\infty e^{-u^2}du,\qquad u=\frac{z}{z_0}.$$

Call the last integral $I$. Its square is an integral over the quarter-plane $u,v>0$, where the polar angle runs from $0$ to $\pi/2$:

$$I^2=\int_0^\infty\!\!\int_0^\infty e^{-(u^2+v^2)}du\,dv=\int_0^{\pi/2}\!d\varphi\int_0^\infty r\,e^{-r^2}dr=\frac{\pi}{2}\cdot\frac12=\frac{\pi}{4}.$$

Since $I$ is positive, $I=\sqrt\pi/2$, and

$$\boxed{\;\bar z=\frac{\sqrt\pi}{2}\,z_0,\qquad z_0=\frac{2}{\sqrt\pi}\,\bar z\;}$$

Numerically $\bar z=0.8862\,z_0$ and $z_0=1.1284\,\bar z$. The scale parameter is thus larger than the mean depth. Its direct meaning follows from $S(z_0)=e^{-1}$: a fraction 0.368 of the positrons stops deeper than $z_0$.

### (b) Positrons of 5 keV in silicon

First the units. One $\mu\text{g/cm}^2$ divided by one $\text{g/cm}^3$ is $10^{-6}$ cm, which is 10 nm. Hence

$$\frac{A}{\rho}=\frac{4.0}{2.33}\times10\ \text{nm}=17.17\ \text{nm}.$$

This is the mean depth that the law assigns to 1 keV. The energy factor is $5^{1.6}=13.13$, so

$$\bar z=17.167\ \text{nm}\times13.133=225\ \text{nm}=0.225\ \mu\text{m}.$$

The scale parameter follows from (a), with one more digit of $\bar z$ carried through:

$$z_0=1.1284\times225.45\ \text{nm}=254\ \text{nm}=0.254\ \mu\text{m}.$$

Numerical integration of $zP(z)$ with $z_0=254.40$ nm returns 225.45 nm, which confirms the direction of the factor $2/\sqrt\pi$. It doesn't test the energy law, which is an empirical input. The third digit is kept to make the arithmetic traceable; part (d) shows that the constants don't support it as a prediction.

### (c) Shape of the profile

**Most probable depth.** Differentiate $P$ with the product rule:

$$\frac{dP}{dz}=\frac{2}{z_0^2}\left(1-\frac{2z^2}{z_0^2}\right)e^{-(z/z_0)^2}.$$

The bracket changes from positive to negative at $z=z_0/\sqrt2=180$ nm, which is therefore the maximum.

**Median.** Setting $S(z_{1/2})=1/2$ gives $(z_{1/2}/z_0)^2=\ln2$, so $z_{1/2}=z_0\sqrt{\ln2}=212$ nm.

**Standard deviation.** The second moment is found in the same way as the mean:

$$\overline{z^2}=\int_0^\infty z^2P\,dz=2\int_0^\infty z\,S\,dz=2z_0^2\int_0^\infty u\,e^{-u^2}du=2z_0^2\cdot\frac12=z_0^2 .$$

The boundary term is now $Z^2S(Z)$. It vanishes because $e^x>x^2/2$ for $x>0$, which gives $Z^2S(Z)<2z_0^4/Z^2$. Subtracting the square of the mean,

$$\sigma=\sqrt{z_0^2-\frac{\pi}{4}z_0^2}=z_0\sqrt{1-\frac{\pi}{4}}=118\ \text{nm}.$$

**Tail.** The fraction stopping deeper than 500 nm is $S(500\ \text{nm})=e^{-(500/254.4)^2}=0.021$.

The order peak, median, mean (180, 212 and 225 nm) reflects a profile with a longer tail on the deep side. More than half of the positrons stop shallower than the mean depth: the fraction is $1-S(\bar z)=1-e^{-\pi/4}=0.544$.

The ratio $\sigma/\bar z=\sqrt{4/\pi-1}\approx0.52$ contains neither energy nor density. In this model a higher beam energy moves the profile deeper and broadens it in the same proportion. A 5 keV beam therefore samples a broad region, and 225 nm is the centre of gravity of that region, not the depth of a thin slice.

### (d) Sensitivity to the constants

In each line below, the quantities not named are held fixed.

- Taking $A=3.6$ instead of $4.0\ \mu\text{g/cm}^2$ lowers $\bar z$ to 203 nm, a change of $-10\,\%$. The scale parameter falls by the same fraction, because the ratio in (a) doesn't contain $A$.
- Taking $n=1.62$ instead of 1.6 multiplies $\bar z$ by $5^{0.02}$ and gives 233 nm, a change of $+3.3\,\%$. The effect depends on energy and vanishes at 1 keV, where the factor is $1^n$.
- An error of $+10$ eV in the beam energy is a relative error of $0.2\,\%$. The power law multiplies a small relative error by $n$, so $\bar z$ rises by $0.32\,\%$.
- A change of the Makhov exponent needs the general relation. For $S=e^{-(z/z_0)^m}$ with $m>0$, put $t=(z/z_0)^m$, so that $z=z_0t^{1/m}$ and $dz=(z_0/m)\,t^{1/m-1}dt$. Then

$$\bar z=\int_0^\infty S\,dz=\frac{z_0}{m}\int_0^\infty t^{1/m-1}e^{-t}dt=\frac{z_0}{m}\,\Gamma\!\left(\frac1m\right)=z_0\,\Gamma\!\left(1+\frac1m\right).$$

For $m=2$ this is $z_0\,\Gamma(3/2)=z_0\sqrt\pi/2$, as before. For $m=1$ the profile is a plain exponential and $\bar z=z_0$. With $m=1.9$ and $\bar z$ fixed at 225 nm, $z_0$ changes by only $-0.13\,\%$.

Of the changes tried here, the one in $A$ matters most. A fair statement of the result is $\bar z\approx0.23\ \mu\text{m}$ and $z_0\approx0.25\ \mu\text{m}$, with an uncertainty of the order of ten per cent if $A$ is known no better than that. This covers only the small, one-at-a-time changes above. $A$ and $n$ are fitted as a pair, and a different pair can move the depth further: $A=2.75\ \mu\text{g/cm}^2$ with $n=1.7$, for example, gives $\bar z=182$ nm, a change of $-19\,\%$.

### Comparison with a real sample

A thin surface oxide has little effect on stopping: in this model a 2 nm layer, treated as having the density of silicon, stops a fraction $1-e^{-(2/254.4)^2}\approx6\times10^{-5}$. The number depends strongly on the assumed profile near the surface: an exponent of 1.9 with the same mean depth gives $1.0\times10^{-4}$, which is still small. The assumption that matters more is a tacit one, that a positron annihilates where it stops. In a real crystal it first diffuses. Variation 1 shows that, for rough values typical of good silicon and without an electric field, this moves the mean depth of annihilation inside the solid from 225 to about 400 nm. The stopping profile is then a poor substitute for the annihilation profile.

## Variation 1: diffusion after stopping

*Stopped positrons diffuse with coefficient $D$ and lifetime $\tau$, both uniform. No electric field acts on them, and every positron that reaches the surface is lost there. What fraction $F$ is lost, and what is the mean depth of those that annihilate in the bulk?*

Let $R$ be the number of positrons stopping per unit area and time, and $c(z)$ their steady concentration. The balance of diffusion, annihilation and supply is $Dc''-c/\tau+RP=0$. Define $g=c/(R\tau)$, the density of bulk annihilation sites per stopped positron, and $L=\sqrt{D\tau}$. Dividing by $R$ gives

$$L^2g''-g+P=0,\qquad g(0)=0,\quad g\to0\ \text{for}\ z\to\infty .$$

The current into the surface is $Dc'(0)$, so $F=Dc'(0)/R=L^2g'(0)$.

Multiply the equation by $w=e^{-z/L}$, for which $w''=w/L^2$, and integrate. Two integrations by parts give

$$L^2\int_0^\infty g''w\,dz=L^2\big[g'w-gw'\big]_0^\infty+\int_0^\infty gw\,dz=-L^2g'(0)+\int_0^\infty gw\,dz .$$

The integrals of $gw$ cancel in the balance, leaving $F=\int_0^\infty P\,e^{-z/L}dz$. Each positron is weighted by its chance $e^{-z/L}$ of reaching the surface from depth $z$. Now use $P=-S'$, integrate by parts, and set $a=z_0/(2L)$:

$$F=1-\frac1L\int_0^\infty S\,e^{-z/L}dz=1-2a\int_0^\infty e^{-u^2-2au}du .$$

Since $u^2+2au=(u+a)^2-a^2$, the integral equals $e^{a^2}\int_a^\infty e^{-v^2}dv=\tfrac{\sqrt\pi}{2}e^{a^2}\operatorname{erfc}(a)$, and

$$F=1-\sqrt\pi\,a\,e^{a^2}\operatorname{erfc}(a).$$

For the mean depth, take two moments of the balance. Integrating it directly gives $-F-\int g\,dz+1=0$, so a fraction $1-F$ annihilates in the bulk. Multiplying by $z$ first gives $\int zg''dz=[zg'-g]_0^\infty=0$, so $\int zg\,dz=\bar z$. Dividing the second result by the first,

$$\bar z_{\text{bulk}}=\frac{\bar z}{1-F}.$$

*Good crystal.* The rough values $D=2.7\ \text{cm}^2/\text{s}$ and $\tau=220$ ps give $L=244$ nm and $a=0.522$. Then $F=0.44$ and $\bar z_{\text{bulk}}=225/0.559\approx403$ nm. The mean depth depends on the rough $D$: at the same $\tau$, $D=2.0\ \text{cm}^2/\text{s}$ gives about 370 nm and $D=1.0\ \text{cm}^2/\text{s}$ about 320 nm. These values hold for field-free silicon. Band bending at a real surface can produce an electric field, which makes the positrons drift. Take the mobility from the Einstein relation, $\mu=eD/k_BT\approx104\ \text{cm}^2/\text{Vs}$ at 300 K. Adding drift in a uniform field of 1000 V/cm to the model then changes the mean depth to about 550 nm if the field drives the positrons inward, and to about 310 nm if it drives them outward. This field is only an illustration. Fields from band bending can be much stronger and they vary with depth, so these numbers show the direction of the effect, not its size in a given wafer.

*Damaged layer.* Trapping at defects shortens the diffusion length. With a chosen $L=20$ nm, $a=6.36$, $F=0.012$ and $\bar z_{\text{bulk}}=228$ nm. Here the stopping profile is a good guide to the mean depth.

A finite-difference solution of the balance equation, with $z_0=254.4$ nm and these two values of $L$, agrees with the formula for $F$ to within $10^{-4}$.

Two limits show the trend; the good crystal, with $L$ close to $z_0$, lies between them. For $L\ll z_0$, only positrons close to the surface can escape. There $P\approx2z/z_0^2$, so $F\approx(2/z_0^2)\int_0^\infty z\,e^{-z/L}dz=2L^2/z_0^2$, which is small. For $L\gg z_0$, $a\to0$ and $1-F\approx\sqrt\pi\,a=\bar z/L$: nearly all positrons are lost, and the few that remain have a mean depth near $L$, whatever the beam energy.

A real implanted wafer has a damaged layer above better crystal, so $L$ varies with depth. If trapping changes only the time $\tau$ for which a positron diffuses freely, and $D$ stays uniform, the equation to solve is $Dc''-c/\tau(z)+RP=0$. The equation for $g$ and the closed form for $F$ were derived for uniform $L$, so they are not exact here. The closed form with the layer's own $L$ is still a good approximation if the damaged layer is thick enough. With $L=20$ nm in the top 300 nm and good crystal below, a numerical solution gives $F=0.012$, as for uniform damage. With 100 nm of damage it gives $F=0.018$, and if only the top 20 nm are damaged, it gives $F=0.29$.

## Variation 2: a law calibrated to the median

*Suppose the same constants $A$ and $n$ described the median depth instead of the mean. What would $\bar z$ and $z_0$ be at 5 keV?*

The law now gives $z_{1/2}=225.45$ nm. From $z_{1/2}=z_0\sqrt{\ln2}$,

$$z_0=\frac{225.45\ \text{nm}}{\sqrt{\ln2}}=271\ \text{nm},\qquad \bar z=\frac{\sqrt\pi}{2}\,z_0=240\ \text{nm}.$$

Both are larger than in (b) by the same factor, $\sqrt\pi/(2\sqrt{\ln2})$, which is an increase of $6.4\,\%$. The factor depends on the profile shape and not on the energy, so measurements at other energies wouldn't remove the discrepancy. A quoted value of $A$ is complete only when it says which depth it refers to.

The numerical output below lists the main values.

## Calculated quantities

```
Positron energy: 5.0 keV
Areal constant A: 4.0 ug/cm2
Energy exponent n: 1.6
Silicon density used: 2.33 g/cm3
Silicon density from lattice: 2.3290 g/cm3
Mean depth at 1 keV, A/rho: 17.167 nm
Energy factor 5^1.6: 13.1326
Ratio mean/z0 = sqrt(pi)/2: 0.886227
Ratio z0/mean = 2/sqrt(pi): 1.128379
MEAN DEPTH: 225.45 nm = 0.2255 um
SCALE PARAMETER z0: 254.40 nm = 0.2544 um
Mean depth by quadrature of profile: 225.45 nm
Peak depth: 179.89 nm
Median depth: 211.80 nm
Standard deviation: 117.85 nm
Fraction stopped above mean depth: 0.5441
Fraction stopped deeper than z0: 0.3679
Fraction stopped deeper than 500 nm: 0.0210
Rough diffusivity, good crystal: 2.7 cm2/s
Rough lifetime, good crystal: 220 ps
Diffusion length, good crystal: 243.7 nm
  parameter a = z0/(2L): 0.5219
  fraction reaching surface: 0.4407
  mean depth of bulk annihilation: 403.1 nm
Diffusion length, damaged layer: 20.0 nm
  parameter a = z0/(2L): 6.3599
  fraction reaching surface: 0.0119
  mean depth of bulk annihilation: 228.2 nm
Mean depth if A = 3.6 ug/cm2: 202.91 nm
  relative change: -10.00 %
Mean depth if n = 1.62: 232.83 nm
  relative change: 3.27 %
z0 if m = 1.9 at the same mean: 254.07 nm
  relative change: -0.13 %
If the law gave the median, mean: 239.99 nm
If the law gave the median, z0: 270.80 nm
  relative change of both: 6.45 %
Mean depth change for +10 eV: 0.320 %
Surface oxide thickness: 2.0 nm
Fraction stopped in oxide (Si density): 6.18e-05
```
